# Reciprocal-space forms of GTH local potentials and HGH projectors

A plane-wave calculation needs the Fourier transforms of the ionic pseudopotential. For the Goedecker-Teter-Hutter (GTH) local potential and the Hartwigsen-Goedecker-Hutter (HGH) nonlocal projectors, these can be found in closed form. Hartree atomic units are used. The local potential of an ion of charge $Z$ is

$$V(r)=-\frac{Z}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,s}\right)+e^{-r^2/2s^2}\sum_{m=0}^{3}C_{m+1}\left(\frac rs\right)^{2m},$$

with local radius $s>0$. The nonlocal part is built from functions $p_i^l(r)Y_{lm_l}(\hat r)$, with

$$p_i^l(r)=N\,r^{l+2m}e^{-r^2/2w^2},\qquad m=i-1,\quad i=1,2,3,$$

where $w>0$ is the width for angular momentum $l$ and $N>0$ is fixed by $\int_0^\infty r^2p^2\,dr=1$. The Fourier transform is $\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, without a cell-volume factor.

## (a) From three dimensions to one

**Reduce the Fourier transform of $f(r)Y_{lm_l}(\hat r)$ to a radial integral.**

**Solution.** Use the plane-wave expansion

$$e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(qr)\,Y_{l'm'}(\hat q)\,Y^*_{l'm'}(\hat r).$$

Orthonormality of the spherical harmonics leaves one term of the sum:

$$\int f\,Y_{lm_l}e^{-i\mathbf q\cdot\mathbf r}d^3r=(-i)^lY_{lm_l}(\hat q)\,\tilde f(q),\qquad \tilde f(q)=4\pi\int_0^\infty r^2j_l(qr)f(r)\,dr.$$

For a spherical function such as $V$, written without the factor $Y_{00}$, the same expansion gives $4\pi\int r^2j_0(qr)V\,dr$. It is convenient to define the Hankel transform

$$H_l[f](q)=\sqrt{\frac2\pi}\int_0^\infty r^2j_l(qr)f(r)\,dr .$$

Since $4\pi\sqrt{\pi/2}=(2\pi)^{3/2}$, we have $\tilde f=(2\pi)^{3/2}H_l[f]$.

## (b) One Gaussian

**Find $H_l[r^le^{-ar^2/2}]$ for $a>0$.**

**Solution.** The power series of the spherical Bessel function is

$$j_l(z)=z^l\sum_{k=0}^\infty\frac{(-z^2/2)^k}{k!\,(2l+2k+1)!!}.$$

It follows from the radial equation $j''+2j'/z+[1-l(l+1)/z^2]j=0$. Inserting $\sum_kc_kz^{l+2k}$ gives $2k(2l+2k+1)c_k=-c_{k-1}$, and the normalisation of $j_l$ is $c_0=1/(2l+1)!!$.

The required moments follow from $\int_0^\infty e^{-ar^2/2}dr=\sqrt{\pi/2}\,a^{-1/2}$. Each application of $-2\,d/da$ brings down a factor $r^2$, so

$$\int_0^\infty r^{2n}e^{-ar^2/2}dr=\sqrt{\frac\pi2}\,(2n-1)!!\,a^{-n-1/2}.$$

With $n=l+k+1$ the double factorials cancel:

$$H_l[r^le^{-ar^2/2}]=q^la^{-l-3/2}\sum_k\frac1{k!}\left(-\frac{q^2}{2a}\right)^k=a^{-l-3/2}q^le^{-q^2/2a}.$$

Termwise integration is allowed because the sum of the absolute values is finite: it replaces the last exponential by $e^{+q^2/2a}$. A narrow function in $r$ (large $a$) becomes a broad one in $q$.

## (c) Eigenfunctions

**Let $\alpha=l+\tfrac12$, and define the Laguerre polynomials by**

$$\sum_{n=0}^\infty t^nL_n^\alpha(y)=(1-t)^{-\alpha-1}e^{-ty/(1-t)},\qquad |t|<1.$$

**How does $H_l$ act on $\phi_n(r)=r^lL_n^\alpha(r^2)e^{-r^2/2}$?**

**Solution.** Set $y=r^2$ and multiply by $r^le^{-r^2/2}$. The exponents combine as

$$-\frac{r^2}2-\frac{tr^2}{1-t}=-\frac{r^2}2\,\frac{1+t}{1-t}.$$

Hence

$$g_t(r)\equiv\sum_nt^n\phi_n(r)=(1-t)^{-l-3/2}r^le^{-ar^2/2},\qquad a=\frac{1+t}{1-t}.$$

By part (b), the transform has the prefactor $(1-t)^{-l-3/2}a^{-l-3/2}=(1+t)^{-l-3/2}$, so

$$H_l[g_t](q)=(1+t)^{-l-3/2}q^l\exp\!\left(-\frac{q^2}{2}\,\frac{1-t}{1+t}\right)=g_{-t}(q).$$

Now compare powers of $t$. This is legitimate because, near $t=0$, the $t$-derivatives of $g_t$ are bounded by polynomials times a fixed Gaussian, so they may be taken under the integral. The result is

$$H_l[\phi_n]=(-1)^n\phi_n .$$

## (d) Powers times a Gaussian

**The pseudopotential contains $r^{l+2m}e^{-r^2/2}$, not $\phi_m$. Find its transform.**

**Solution.** First expand $y^m$ in Laguerre polynomials. In the generating function put $t=v/(1+v)$. Then $t/(1-t)=v$ and $1-t=1/(1+v)$, which gives

$$e^{-vy}=\sum_nL_n^\alpha(y)\,v^n(1+v)^{-n-\alpha-1}.$$

The coefficient of $v^{m-n}$ in $(1+v)^{-n-\alpha-1}$ is $(-1)^{m-n}\binom{m+\alpha}{m-n}$. Equating coefficients of $v^m$ and multiplying by $(-1)^mm!$ gives

$$y^m=m!\sum_{n=0}^m(-1)^n\binom{m+\alpha}{m-n}L_n^\alpha(y).$$

Set $y=r^2$, multiply by $r^le^{-r^2/2}$ and apply $H_l$. The eigenvalue $(-1)^n$ cancels the sign in each term:

$$H_l[r^{l+2m}e^{-r^2/2}]=q^le^{-q^2/2}P_m^l(q),\qquad P_m^l(q)=m!\sum_{n=0}^m\binom{m+\alpha}{m-n}L_n^\alpha(q^2).$$

To sum this, write $R_m(y)=P_m^l/m!$ with $y=q^2$ and form $\sum_m\sigma^mR_m$. With $m=n+j$, the sum over $j$ is $\sum_j\binom{n+j+\alpha}{j}\sigma^j=(1-\sigma)^{-n-\alpha-1}$. Therefore

$$\sum_m\sigma^mR_m(y)=(1-\sigma)^{-\alpha-1}\sum_n\tau^nL_n^\alpha(y),\qquad \tau=\frac{\sigma}{1-\sigma}.$$

Here $1-\tau=(1-2\sigma)/(1-\sigma)$ and $\tau/(1-\tau)=\sigma/(1-2\sigma)$. Using the generating function once more,

$$\sum_m\sigma^mR_m(y)=(1-2\sigma)^{-\alpha-1}\exp\!\left(-\frac{2\sigma}{1-2\sigma}\,\frac y2\right)=\sum_m(2\sigma)^mL_m^\alpha(y/2).$$

So $P_m^l(x)=2^mm!\,L_m^{l+1/2}(x^2/2)$.

For explicit coefficients, expand the exponential in the definition of $L_m^\alpha$. The term $(-y)^kt^k(1-t)^{-\alpha-1-k}/k!$ contributes $\binom{m+\alpha}{m-k}(-y)^k/k!$ to the coefficient of $t^m$. Moreover,

$$\binom{m+\alpha}{m-k}=\frac1{(m-k)!}\prod_{j=k+1}^m\frac{2l+2j+1}2=\frac{1}{2^{m-k}(m-k)!}\,\frac{(2l+2m+1)!!}{(2l+2k+1)!!}.$$

With $y=x^2/2$, the powers of two cancel: $2^m\,2^{-k}\,2^{-(m-k)}=1$. Thus

$$P_m^l(x)=\sum_{k=0}^m(-1)^k\binom mk\frac{(2l+2m+1)!!}{(2l+2k+1)!!}\,x^{2k}.$$

The first members are $P_0^l=1$ and $P_1^l=2l+3-x^2$. For $l=0$ the next two are

$$P_2^0=15-10x^2+x^4,\qquad P_3^0=105-105x^2+21x^4-x^6.$$

## (e) The projectors

**Find $N$ and $\tilde p_i^l(q)$. Which projectors keep their shape under the transform?**

**Solution.** Substituting $v=r^2/w^2$ in the norm integral gives

$$\int_0^\infty r^{2l+4m+2}e^{-r^2/w^2}dr=\tfrac12w^{2l+4m+3}\,\Gamma(l+2m+\tfrac32),$$

so

$$N=\frac{\sqrt2}{w^{l+2m+3/2}\sqrt{\Gamma(l+2m+3/2)}}.$$

For the transform put $r=wu$ and $x=qw$. The measure and the power together supply $w^{l+2m+3}$, and part (d) gives the remaining integral:

$$\tilde p_i^l(q)=(2\pi)^{3/2}N\,w^{l+2m+3}\,x^lP_m^l(x)e^{-x^2/2}.$$

Inserting $N$ leaves $w^{3/2}$ and the constant $(2\pi)^{3/2}\sqrt2=4\pi^{3/2}$:

$$\tilde p_i^l(q)=A\,x^lP_{i-1}^l(x)\,e^{-x^2/2},\qquad A=\frac{4\pi^{3/2}w^{3/2}}{\sqrt{\Gamma(l+2i-\tfrac12)}} .$$

For $i=1$ the shape $x^le^{-x^2/2}$ is preserved. For $i>1$ it is not: shape preservation would require $P_m^l\propto x^{2m}$, whereas $P_m^l(0)=(2l+2m+1)!!/(2l+1)!!\neq0$. These projectors are sums of eigenfunctions with both signs of the eigenvalue.

The difference is visible for $i=2$. In real space the function has no node at $r>0$, but its transform changes sign at $q=\sqrt{2l+3}/w$. At small $q$, every transform behaves as $q^l$ times the nonzero constant $A\,w^lP_{i-1}^l(0)$, so it vanishes at $q=0$ for $l\ge1$ and stays finite and nonzero for $l=0$.

## (f) The local potential

**Find $V(G)$ for $G\ne0$. Is every term a Gaussian times a polynomial?**

**Solution.** For the short-range terms, use part (d) with $l=0$, $r=su$ and $x=Gs$. Each contributes $(2\pi)^{3/2}s^3C_{m+1}P_m^0(x)e^{-x^2/2}$.

The ionic term is not of this type, but it is a superposition of Gaussians. Putting $z=rt/\sqrt2$ in $\mathrm{erf}(b)=(2/\sqrt\pi)\int_0^be^{-z^2}dz$ gives

$$\frac1r\,\mathrm{erf}\!\left(\frac r{\sqrt2s}\right)=\sqrt{\frac2\pi}\int_0^{1/s}e^{-r^2t^2/2}dt.$$

By part (b) with $l=0$ and $a=t^2$, each Gaussian transforms into $(2\pi)^{3/2}t^{-3}e^{-G^2/2t^2}$. With $\eta=1/t^2$, so that $t^{-3}dt=-\tfrac12d\eta$,

$$\int_0^{1/s}t^{-3}e^{-G^2/2t^2}dt=\frac12\int_{s^2}^\infty e^{-G^2\eta/2}d\eta=\frac{e^{-G^2s^2/2}}{G^2}.$$

The constants multiply to $\sqrt{2/\pi}\,(2\pi)^{3/2}=4\pi$. The complete result is

$$V(G)=-\frac{4\pi Z}{G^2}e^{-x^2/2}+(2\pi)^{3/2}s^3e^{-x^2/2}\sum_{m=0}^3C_{m+1}P_m^0(x).$$

The ionic term is therefore a Gaussian divided by $G^2$. Only the short-range part is a Gaussian times a polynomial.

The $1/r$ tail is not absolutely integrable, so the ionic transform needs a definition. It is meant in the sense of distributions, that is, after integration against a smooth, rapidly decreasing function, where the order of the integrals may be exchanged. A damping factor $e^{-\mu r}$ with $\mu\to0^+$ gives the same function. To see this, split $\mathrm{erf}=1-\mathrm{erfc}$. The first part has the damped transform $4\pi/(G^2+\mu^2)$, which tends to $4\pi/G^2$; the second is absolutely integrable even without damping.

## (g) Zero wavevector

**What finite quantity remains when the Coulomb divergence is removed at $G=0$?**

**Solution.** Add $4\pi Z/G^2$, which removes the transform of the tail $-Z/r$. Since $e^{-x^2/2}=1-G^2s^2/2+O(G^4)$,

$$\frac{4\pi Z}{G^2}\left(1-e^{-x^2/2}\right)\to2\pi Zs^2 .$$

With $P_m^0(0)=(2m+1)!!$, the finite part is

$$\lim_{G\to0}\left[V(G)+\frac{4\pi Z}{G^2}\right]=2\pi Zs^2+(2\pi)^{3/2}s^3(C_1+3C_2+15C_3+105C_4).$$

It equals $\int(V+Z/r)\,d^3r$, the volume integral of the deviation from a point charge. The ionic contribution is positive because smearing the charge makes the attraction weaker near the nucleus.

## (h) A model ion

**Take $Z=4$, $s=0.5$ bohr and $(C_1,C_2,C_3,C_4)=(-6,\,1,\,-0.2,\,0.02)$ hartree. The projector widths are $0.4$, $0.5$ and $0.6$ bohr for $l=0,1,2$. Evaluate $V(G)$ and sample projectors at $3$ bohr$^{-1}$, and the finite part at $G=0$.**

**Solution.** These are round model parameters, not those of an element. For the local potential $x=1.5$ and $e^{-x^2/2}=0.32465$. The ionic term is

$$-\frac{4\pi\times4}{9}\times0.32465=-1.8132\ \text{hartree bohr}^3.$$

The short-range terms share the factor $(2\pi)^{3/2}(0.5)^3(0.32465)=0.63914$ bohr$^3$:

| Term | $P_m^0(1.5)$ | Value (hartree bohr³) |
|---|---:|---:|
| $C_1$ | 1.0000 | −3.8349 |
| $C_2$ | 0.7500 | 0.4794 |
| $C_3$ | −2.4375 | 0.3116 |
| $C_4$ | −36.3281 | −0.4644 |

The sum of all five contributions is $V(G)=-5.3215$ hartree bohr$^3$, in agreement with direct radial quadrature at the printed precision. Although $C_4$ is fifty times smaller than $C_2$, its term is nearly as large in magnitude, because its polynomial is large here.

At $G=0$, the ionic finite part is $2\pi(4)(0.25)=6.2832$ hartree bohr$^3$. The bracket of coefficients is $-6+3-3+2.1=-3.9$ hartree, which gives $-7.6779$ hartree bohr$^3$. The total is $-1.3947$ hartree bohr$^3$.

For the projector $l=0$, $i=2$, we have $x=1.2$, $A=3.0909$ bohr$^{3/2}$ and $P_1^0=3-1.44=1.56$. Hence

$$\tilde p_2^0=3.0909\times1.56\times0.48675=2.3470\ \text{bohr}^{3/2}.$$

For $l=1$, $i=2$, $x=1.5$ and $P_1^1=5-2.25=2.75$, so

$$\tilde p_2^1=2.3090\times1.5\times2.75\times0.32465=3.0921\ \text{bohr}^{3/2}.$$

The nodes of the $i=2$ transforms lie at $4.330$, $4.472$ and $4.410$ bohr$^{-1}$ for $l=0,1,2$. The numerical check locates them from the radial integral and compares them with $\sqrt{2l+3}/w$.

## (i) What a plane-wave cutoff removes

**Show how the norm of a projector is distributed over $q$. For $l=0$, compare the fractions beyond kinetic-energy cutoffs of 20 and 40 hartree.**

**Solution.** First show that $H_l$ preserves the norm. For two generating functions $g_t$ and $g_{t'}$, the exponents add to

$$a+a'=\frac{1+t}{1-t}+\frac{1+t'}{1-t'}=\frac{2(1-tt')}{(1-t)(1-t')}.$$

The moment integral of part (b) is proportional to $(a+a')^{-l-3/2}$. The factors $(1-t)$ and $(1-t')$ cancel those in $g_tg_{t'}$, so

$$\int_0^\infty r^2g_tg_{t'}\,dr\propto(1-tt')^{-l-3/2}.$$

Only equal powers of $t$ and $t'$ occur, so the $\phi_n$ are orthogonal. In units of its width, a projector is a finite sum of them. Its transform changes only the signs of the coefficients, which leaves the norm unchanged; restoring the width rescales $r$ and $q$ inversely and does not affect this. From $\tilde p=(2\pi)^{3/2}H_l[p]$ it follows that

$$\int_0^\infty q^2|\tilde p_i^l(q)|^2dq=8\pi^3 .$$

The fraction beyond $q_c=\sqrt{2E_c}$ is therefore $(8\pi^3)^{-1}\int_{q_c}^\infty q^2|\tilde p|^2dq$. For $w=0.4$ bohr:

| $E_c$ (hartree) | $i=1$ | $i=2$ | $i=3$ |
|---|---:|---:|---:|
| 20 | 0.00509 | 0.0286 | 0.00583 |
| 40 | 0.0000116 | 0.000365 | 0.00102 |

At 20 hartree the third projector loses less than the second; at 40 hartree the order is reversed. The polynomials explain this. Let $y=x^2$. Since $\Gamma(11/2)/\Gamma(7/2)=63/4$, the ratio of the two norm densities is

$$\frac{|\tilde p_3^0|^2}{|\tilde p_2^0|^2}=\frac4{63}\left(\frac{y^2-10y+15}{y-3}\right)^2 .$$

The cutoffs correspond to $y_c=2E_cw^2=6.4$ and $12.8$. Above $y=6.4$ the ratio stays below one until $y^2-10y+15=(\sqrt{63}/2)(y-3)$, whose larger root is $y\approx11.7$. In this interval the third transform even has a node, at $y=5+\sqrt{10}$. Thus the lower cutoff is followed by a region where the third projector has the smaller density: between $y=6.4$ and $11.7$ the second projector has a norm fraction of about $0.028$ and the third about $0.004$. Beyond $y\approx11.7$ the fractions are only about $0.0009$ and $0.0017$, too small to reverse the order. Above the higher cutoff, $y_c=12.8>11.7$, the density of the third projector is larger throughout.

These fractions measure the truncation of the projector functions. They are not errors in a total energy, which also depend on the wavefunctions and on the coupling coefficients of the nonlocal potential.

## Numbers as computed

```
Polynomials P(l,m,x), projector index i = m+1:
  l=0 m=0: 1
  l=0 m=1: 3 - x**2
  l=0 m=2: x**4 - 10*x**2 + 15
  l=0 m=3: -x**6 + 21*x**4 - 105*x**2 + 105
  l=1 m=0: 1
  l=1 m=1: 5 - x**2
  l=1 m=2: x**4 - 14*x**2 + 35
  l=2 m=0: 1
  l=2 m=1: 7 - x**2
  l=2 m=2: x**4 - 18*x**2 + 63
  l=3 m=0: 1
  l=3 m=1: 9 - x**2
  l=3 m=2: x**4 - 22*x**2 + 99
Largest scaled eigenfunction error: 3.0e-14
Largest 3D Fourier integral error: 1.6e-15 bohr^1.5
Local input: Z = 4, s = 0.5 bohr, C1..C4 = [-6.0, 1.0, -0.2, 0.02] hartree
Wavevector = 3 bohr^-1, x = G s = 1.5, exp(-x^2/2) = 0.324652
Ionic term: -1.813201 hartree bohr^3
Ionic term, damped integral: -1.813201 hartree bohr^3
C1 term: P = 1.000000, value = -3.834862 hartree bohr^3
C2 term: P = 0.750000, value = 0.479358 hartree bohr^3
C3 term: P = -2.437500, value = 0.311583 hartree bohr^3
C4 term: P = -36.328125, value = -0.464378 hartree bohr^3
Local total, closed: -5.321501 hartree bohr^3
Local total, quadrature: -5.321501 hartree bohr^3
G=0 finite part, ionic: 6.283185 hartree bohr^3
G=0 finite part, short-range: -7.677935 hartree bohr^3
G=0 finite part, quadrature total: -1.394750 hartree bohr^3
Projectors at 3 bohr^-1; prefactor A and transforms in bohr^1.5:
 l=0: width = 0.4 bohr, x = 1.2, exp(-x^2/2) = 0.486752
  i=1: A = 5.985526, P = 1.000000, closed = 2.913468, quadrature = 2.913468
  i=2: A = 3.090912, P = 1.560000, closed = 2.347033, quadrature = 2.347033
  i=3: A = 0.778837, P = 2.673600, closed = 1.013563, quadrature = 1.013563
 l=1: width = 0.5 bohr, x = 1.5, exp(-x^2/2) = 0.324652
  i=1: A = 6.830016, P = 1.000000, closed = 3.326072, quadrature = 3.326072
  i=2: A = 2.308967, P = 2.750000, closed = 3.092148, quadrature = 3.092148
  i=3: A = 0.464120, P = 8.562500, closed = 1.935266, quadrature = 1.935266
 l=2: width = 0.6 bohr, x = 1.8, exp(-x^2/2) = 0.197899
  i=1: A = 5.678368, P = 1.000000, closed = 3.640923, quadrature = 3.640923
  i=2: A = 1.430814, P = 3.760000, closed = 3.449523, quadrature = 3.449523
  i=3: A = 0.239301, P = 15.177600, closed = 2.328822, quadrature = 2.328822
Node of i=2 transform, l=0: 4.330127 bohr^-1
Node of i=2 transform, l=1: 4.472136 bohr^-1
Node of i=2 transform, l=2: 4.409586 bohr^-1
Cutoff 20 hartree, q = 6.3246 bohr^-1: lost norm fraction, l=0, i=1,2,3: 5.090e-03, 2.856e-02, 5.829e-03
Cutoff 40 hartree, q = 8.9443 bohr^-1: lost norm fraction, l=0, i=1,2,3: 1.157e-05, 3.654e-04, 1.018e-03
```
